Suppose the silicon beneath a thin film is measured by ion backscattering, and the spectrum is analysed as if the silicon atoms were randomly placed. If the beam happens to lie close to a crystal axis, rows of atoms steer the ions away from the nuclei, fewer ions backscatter, and the analysis returns too little silicon. To avoid the error, or to use the effect deliberately, one must know what "close to an axis" means. For an ion of charge number $Z_1$ and kinetic energy $E$, and a row of atoms of charge number $Z_2$ with spacing $d$, the scale is Lindhard's characteristic angle

$$\psi_1=\sqrt{\frac{2Z_1Z_2e^2}{Ed}} .$$

It varies as $(Ed)^{-1/2}$. A critical angle for a particular process is $\psi_1$ times a factor, and it keeps this power law under conditions that the derivations reveal.

Here $e^2$ stands for the squared charge divided by $4\pi\varepsilon_0$, which is 1.43996 eV nm. In Rydberg atomic units $e^2=2$, so $\psi_1=2\sqrt{Z_1Z_2/(Ed)}$. Angles are in radians unless degrees are stated.

## First derivation: conservation of transverse energy

**The row potential.** The ion is taken to be a bare, classical, nonrelativistic nucleus of mass $M$. One atom repels it with Lindhard's standard potential,

$$V(R)=Z_1Z_2e^2\left[\frac1R-\frac1{\sqrt{R^2+b^2}}\right],\qquad b=\sqrt3\,a,$$

where $a$ is the Thomas–Fermi screening length. This is a Coulomb repulsion for $R\ll b$ and falls as $R^{-3}$ for $R\gg b$.

An ion at a small angle to the row passes many atoms while its distance $r$ from the row changes little. The continuum model therefore replaces the atoms by their average along the row direction $z$:

$$U(r)=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{r^2+z^2}\right)dz .$$

Each term diverges logarithmically by itself, so we integrate from $-L$ to $L$ first. With

$$\int_{-L}^{L}\frac{dz}{\sqrt{A^2+z^2}}=2\ln\frac{L+\sqrt{L^2+A^2}}{A},$$

we subtract the result for $A^2=r^2+b^2$ from that for $A=r$. As $L\to\infty$ the numerators cancel, leaving $2\ln(\sqrt{r^2+b^2}/r)$. Hence

$$U(r)=K\ln\left(1+\frac{b^2}{r^2}\right),\qquad K=\frac{Z_1Z_2e^2}{d}.$$

**The conserved quantity.** The Hamiltonian is

$$H=\frac{p_z^2}{2M}+\frac{p_\perp^2}{2M}+U(r).$$

Since $U$ does not depend on $z$, $p_z$ is constant. Since $H$ is constant too, so is the difference

$$E_\perp=H-\frac{p_z^2}{2M}=\frac{p_\perp^2}{2M}+U(r).$$

Let $p_0=\sqrt{2ME}$ be the initial momentum and define the local angle by $\psi=p_\perp/p_0$. Then $p_\perp^2/2M=E\psi^2$, and

$$E_\perp=E\psi^2+U(r).$$

Far from the row $\psi$ is the sine of the incidence angle, which we replace by the angle itself.

**The turning point.** Let the ion arrive from far away, where $U=0$, at angle $\psi$ and in a plane containing the row. At its closest approach $r_{\min}$ the transverse momentum vanishes, so

$$E\psi^2=K\ln\left(1+\frac{b^2}{r_{\min}^2}\right).$$

An ion that moves out of such a plane still has transverse kinetic energy at closest approach. It then has $U(r_{\min})<E\psi^2$ and turns farther out.

Dividing by $E$ shows that $K/E$ sets the scale of $\psi^2$. With the customary factor of two,

$$\psi_1^2=\frac{2K}{E}=\frac{2Z_1Z_2e^2}{Ed},$$

which is the stated result. Solving for the distance gives

$$r_{\min}=\frac{b}{\sqrt{\exp(2\psi^2/\psi_1^2)-1}} .$$

The two limits show why $\psi_1$ is characteristic. For $\psi\ll\psi_1$, expanding the exponential gives $r_{\min}\simeq b\psi_1/(\sqrt2\,\psi)$, so the ion turns outside the screening region. For $\psi\gg\psi_1$ the exponential dominates and $r_{\min}\simeq b\exp(-\psi^2/\psi_1^2)$. The continuum row then no longer keeps the ion away from the nuclei.

**A critical angle.** The logarithm has no finite maximum, so the continuum potential alone supplies no cutoff. A further length is needed. If close collisions become likely once the ion comes within a distance $\rho$ of the row, setting $r_{\min}=\rho$ gives

$$\psi_c=\psi_1\sqrt{\frac12\ln\left(1+\frac{b^2}{\rho^2}\right)} .$$

The natural choice for $\rho$ is the two-dimensional rms thermal displacement of the row atoms. It depends on neither $E$ nor the incidence angle. At fixed $\rho$ and $b$ the square root is a constant, and $\psi_c$ inherits the law $(Ed)^{-1/2}$.

## Second derivation: can an ion slip between two atoms?

This argument uses neither an averaged potential nor a transverse energy. It follows the ion from atom to atom along a static, perfectly aligned row, again in a plane containing the row.

**One kick.** While the ion passes an atom at distance $r$, most of the impulse is delivered over a length of order $r$ along the row. The change of distance over a length of order $r$ is about $\psi r$, a small fraction of $r$. We therefore evaluate the impulse at constant $r$ and constant speed $v$. The outward force is

$$F=Z_1Z_2e^2\,r\left[\frac1{(r^2+z^2)^{3/2}}-\frac1{(r^2+b^2+z^2)^{3/2}}\right].$$

Since $\int_{-\infty}^{\infty}dz\,(A^2+z^2)^{-3/2}=2/A^2$, and $dt=dz/v$, the impulse is

$$\Delta p_\perp=\frac{2Z_1Z_2e^2}{v}\,r\left[\frac1{r^2}-\frac1{r^2+b^2}\right]
=\frac{2Z_1Z_2e^2}{v}\,\frac{b^2}{r(r^2+b^2)} .$$

Dividing by $p_0$ and using $p_0v=2E$ gives the outward change of angle,

$$\Delta\psi=\frac{Z_1Z_2e^2}{E}\,\frac{b^2}{r(r^2+b^2)} .$$

**The crossing condition.** Let the ion reach an atom at distance $r$ with inward angle $w>0$. After the kick its inward angle is $w-\Delta\psi$. It crosses the row before the next atom if $r-d(w-\Delta\psi)<0$, that is, if

$$wd>g(r),\qquad g(r)=r+\frac{s^2b^2}{r(r^2+b^2)},\qquad s^2=\frac{Z_1Z_2e^2d}{E}.$$

Until the ion crosses, every kick is outward, so $w$ cannot exceed the incidence angle $\psi$. Crossing therefore requires $\psi d>\min_r g(r)$. This is a necessary condition; an ion that satisfies it may still be turned back.

**High energy, $s\ll b$.** The minimum lies at $r\ll b$, where $g(r)\simeq r+s^2/r$. Because

$$r+\frac{s^2}{r}=2s+\left(\sqrt r-\frac{s}{\sqrt r}\right)^2\ge2s,$$

with equality at $r=s$, to leading order no ion crosses below the angle

$$\psi_\times=\frac{2s}{d}=2\sqrt{\frac{Z_1Z_2e^2}{Ed}}=\sqrt2\,\psi_1 .$$

Lindhard's angle has returned with its full dependence on charge, energy and spacing. The factor $\sqrt2$ belongs to this criterion.

The first correction follows by evaluating the full $g$ at $r=s$; the shift of the minimum itself matters at the next order. This gives

$$g_{\min}\simeq s+\frac{s}{1+s^2/b^2}\simeq2s\left(1-\frac{s^2}{2b^2}\right).$$

**Low energy, $s\gg b$.** The minimum now lies at $r\gg b$, where $g(r)\simeq r+s^2b^2/r^3$. Setting the derivative $1-3s^2b^2/r^4$ to zero gives $r=(3s^2b^2)^{1/4}$. The second term of $g$ is then $r/3$, so

$$\psi_\times=\frac{4}{3d}\,(3s^2b^2)^{1/4}\propto E^{-1/4}d^{-3/4}$$

at fixed $b$. The inverse-square-root law has failed, because an ion stopped outside the screening region does not feel the bare Coulomb repulsion. The changeover $s=b$ occurs at

$$E^*=\frac{Z_1Z_2e^2d}{b^2}.$$

## What each derivation assumes

Both derivations treat a classical ion, small angles, an isolated row and no energy loss. They share the scale because $s^2/d^2=K/E=\psi_1^2/2$. They differ in what they replace by an idealization.

The first smooths the atoms along the row. It gives a turning distance at every angle, but needs an outside length $\rho$ to define a critical angle. The second keeps the atoms separate and finds its own length, $s$, but needs them aligned to much better than $s$. It answers a different question: whether an ion can pass through the row, rather than how near it comes.

**The cost of smoothing.** The kick is the link between the two pictures. Differentiating $U$ gives

$$U'(r)=-\frac{2Kb^2}{r(r^2+b^2)},$$

so $\Delta\psi=-dU'(r)/(2E)$. Count $\psi=dr/dz$ as positive outward, and let it change from $\psi$ to $\psi'$ at an atom. The midplanes before and after lie at distances $r-\psi d/2$ and $r+\psi'd/2$. Between them the transverse energy changes by

$$\Delta E_\perp=E(\psi'^2-\psi^2)+U\!\left(r+\tfrac12\psi'd\right)-U\!\left(r-\tfrac12\psi d\right).$$

The first term is $E(\psi'-\psi)(\psi'+\psi)=-\tfrac12dU'(\psi'+\psi)$. The Taylor expansion of the other two begins with $+\tfrac12dU'(\psi'+\psi)$, which cancels it. What remains is

$$\Delta E_\perp\simeq\frac{d^2}{8}U''(\psi'^2-\psi^2)+\frac{d^3}{48}U'''(\psi'^3+\psi^3).$$

To leading order $\psi'^2-\psi^2=-dU'\psi/E$ and $\psi'^3+\psi^3=2\psi^3$. Summing over atoms, with the sum replaced by $\int dz/d$ and with $\psi\,dz=dr$, gives

$$\delta E_\perp=d^2\int\left[-\frac{U'U''}{8E}+\frac{\psi^2U'''}{24}\right]dr .$$

The first part integrates to $-U'^2/(16E)$. In the second we integrate by parts, using $d(\psi^2)/dr=-U'/E$ from the continuum motion:

$$\int\psi^2U'''dr=\psi^2U''+\int\frac{U'U''}{E}dr=\psi^2U''+\frac{U'^2}{2E}.$$

Since $-\tfrac1{16}+\tfrac1{48}=-\tfrac1{24}$, the total is

$$\delta E_\perp=\frac{d^2}{24}\left[\psi^2U''-\frac{U'^2}{E}\right].$$

At this order the deviation depends on the local position and angle alone, so it disappears when the ion has left the row. Conservation of $E_\perp$ is a good approximation where $\delta E_\perp$ is small compared with $E_\perp$.

**Where crossing begins.** For $s\ll b$, combining the pictures gives an estimate of the actual onset. Take as the limiting crossing the state that sets the bound: the ion reaches an atom at $r=s$ with inward angle $2s/d$, so it passed the previous midplane at $r=2s$. Its transverse energy there is $E(2s/d)^2+U(2s)$. Equating this to $E\psi^2$, with $(2s/d)^2=2\psi_1^2$, gives

$$\psi_{\rm on}\simeq\psi_1\sqrt{2+\frac12\ln\left(1+\frac{b^2}{4s^2}\right)} .$$

This exceeds the bound because the ion loses inward angle while approaching. The estimate is slightly high, because the crossing that needs the smallest incidence angle occurs somewhat farther out, near $r=1.16\,s$ in the example below, where $U$ is lower. Since $s$ depends on $E$ and $d$, the onset carries a slowly varying logarithm and does not follow a pure power law.

## Helium ions along a silicon axis

Take 2 MeV helium ions along $\langle100\rangle$ in silicon. Rough typical inputs are $d=0.543$ nm and a one-dimensional rms displacement of 0.0075 nm at room temperature, which gives $\rho=\sqrt2\times0.0075=0.0106$ nm. For a bare ion the Thomas–Fermi screening length is $a=(9\pi^2/128)^{1/3}a_0Z_2^{-1/3}$, where $a_0=0.05292$ nm is the Bohr radius. This gives $a=0.01944$ nm, so $b=0.03367$ nm. Then

$$K=\frac{2\times14\times1.43996}{0.543}=74.25\ {\rm eV},$$

$$\psi_1=\sqrt{\frac{2\times74.25}{2.00\times10^6}}=8.62\ {\rm mrad}=0.494^\circ .$$

The transverse energy at this angle is $E\psi_1^2=148.5$ eV: a 2 MeV ion is steered by a barrier of order 100 eV.

At incidence $\psi_1$ the continuum turning distance is $b/\sqrt{e^2-1}=0.01332$ nm, where $e$ in this one expression is the base of natural logarithms. A Newtonian trajectory under the forces of the individual atoms turns at 0.01334 nm; this value varies by about 0.0001 nm with where along the row the ion arrives. The formula for $\delta E_\perp$ predicts a midplane deficit at the turning point of 0.384% of $E\psi_1^2$; following the ion kick by kick gives 0.385%. Smoothing the row costs little here.

For the thermal critical angle, $b^2/\rho^2=10.08$, and

$$\frac{\psi_c}{\psi_1}=\sqrt{\tfrac12\ln11.08}=1.097,\qquad\psi_c=0.541^\circ .$$

The kick-by-kick calculation reaches $r=\rho$ at $0.5406^\circ$. With $\rho$ and $b$ held fixed, its angle varies as $E^{-0.498}$ between 1 and 4 MeV at the stated spacing. At 2 MeV it varies as $d^{-0.501}$ between $0.543/\sqrt2$ and 0.543 nm. Both exponents agree closely with $-1/2$.

For the static row $s=0.00331$ nm, about a tenth of $b$. The full crossing bound is $1.407\,\psi_1$, in agreement with $\sqrt2(1-s^2/2b^2)\psi_1$. The onset estimate is $1.91\,\psi_1$; a scan in steps of $0.01\,\psi_1$ first finds crossing at $1.89\,\psi_1$. The changeover energy is $E^*=19.3$ keV. The local energy exponent of the bound is $-0.495$ at 2 MeV and $-0.267$ at 1 keV, close to the limits $-1/2$ and $-1/4$. The 1 keV figure describes the formula and is not a prediction for slow helium in silicon.

**The real wafer.** Thermal motion breaks the second derivation's alignment assumption: the displacement of 0.0075 nm is more than twice $s$. The crossing bound therefore supports the scale $\psi_1$ but is not a threshold for a room-temperature wafer. The mean potential used in the first derivation is less sensitive. Averaging the row potential over thermal displacements lowers $\psi_c$ from $0.541^\circ$ to $0.525^\circ$. Keeping the row static but using Molière's screening function gives $0.512^\circ$. Adding the neighbouring rows in that potential, and measuring the barrier from the channel centre, gives $0.490^\circ$. Making all three changes together gives about $0.48^\circ$. The choice of model thus moves the angle by up to about 12%, so half a degree is the meaningful figure. None of these values is a predicted half-width of a measured yield curve, which also depends on how the ions are distributed across the channel and on beam divergence.

Three other neglected effects are smaller for these numbers. Relativity raises $\psi_1$ by 0.013%. The reduced transverse wavelength at $\psi_1$ is 0.00019 nm, about a hundredth of $a$, which supports classical motion. With a rough stopping power of 250 eV/nm, the ion loses 25 keV in 100 nm, and $\psi_1$ rises by 0.6%.

Electron collisions also add transverse energy. An electron initially at rest that receives energy $T$ takes momentum $\sqrt{2m_eT}$, where $m_e$ is its mass. The mean transverse energy given to the ion is then at most $2m_eT/(2M)=(m_e/M)T$. Over 100 nm this sums to at most 3.4 eV, or 2.3% of $E\psi_1^2$. This bound grows in proportion to depth, and it covers electrons only.

Thermally displaced nuclei also give irregular kicks, which disappear when the potential is averaged. For independent displacements of the size used here, a head-on encounter with one row at $\psi_1$ changes $E_\perp$ by a median amount of about a fifth. The changes are skewed toward gains: about one ion in six loses more than a tenth of $E_\perp$, while one in six gains more than three-quarters, and rare close collisions make the mean gain much larger than the median. Ions that stay farther from the rows are disturbed much less. Near the critical angle, conservation of transverse energy is therefore only a rough approximation at room temperature, even in a thin layer.

For alignment under these conditions, the beam must be held well within half a degree of the axis. Halving the energy to 1 MeV, with the same row, widens $\psi_1$ by $\sqrt2$ to about $0.70^\circ$. Tilting by several $\psi_1$ removes the steering by this axis, but the tilted direction must also be checked against other axes and against crystal planes, which the row model does not describe. The remaining values are in the numerical output.

## Computed results

```
Ion charge Z1, target charge Z2: 2, 14
Beam energy E: 2.00 MeV
Row spacing d (rough): 0.543 nm
e^2: 1.43996 eV nm
Thomas-Fermi screening length a: 0.01944 nm
Potential range b: 0.03367 nm
1D rms thermal displacement (rough): 0.0075 nm
2D rms thermal displacement rho: 0.01061 nm
Row potential scale K: 74.25 eV
Transverse energy E psi1^2: 148.50 eV
psi1: 8.617 mrad = 0.4937 deg
Row-average quadrature, largest relative error: 2.1e-15
Turning distance at psi1, continuum: 0.01332 nm
Turning distance at psi1, Newtonian: 0.01334 nm
Exit/entry transverse energy, Newtonian: 1.00000
Midplane energy dip, simulated: 0.3853 %
Midplane energy dip, formula: 0.3844 %
Exit energy deviation, kicks: 0.00000 %
Thermal critical angle / psi1: 1.0965
Thermal critical angle, formula: 0.5414 deg
Thermal critical angle, simulated: 0.5406 deg
Simulated exponent in E: -0.4984
Simulated exponent in d: -0.5012
Length s = psi1 d/sqrt(2): 0.00331 nm
Crossing lower bound / psi1: 1.4074
Crossing onset / psi1, simulated: 1.89
Crossing onset / psi1, estimate: 1.909
Changeover energy E*: 19.31 keV
Crossing-bound energy exponent at 2 MeV: -0.4952
Crossing-bound energy exponent at 1 keV: -0.2671
Critical angle, smeared row: 0.5251 deg
Smeared potential, grid shift: 0.0013 %
Critical angle, Moliere row: 0.5117 deg
Critical angle, Moliere array: 0.4895 deg
Moliere array barrier, size shift: 0.00000 %
Relativistic change of psi1: 0.0134 %
Reduced transverse wavelength at psi1: 0.000188 nm
Ion speed / Bohr speed: 4.49
Stopping power (rough): 250 eV/nm
Depth for loss estimates: 100 nm
Energy loss over that depth: 25.0 keV
Resulting change of psi1: 0.631 %
Upper bound on electronic transverse heating: 3.43 eV
```
